# Magnetic Force Theorem and Exchange Parameters in Dynamical Mean-Field Theory: a numerical check

```python
"""Exchange parameters from a frequency-dependent local self-energy.

Result under test, for E = -sum_{i != j} J_ij e_i.e_j :
    J_ij = -T sum_n tr[ S_i G_up_ij S_j G_dn_ji ]
S_i  : spin part (Sigma_up - Sigma_dn)/2 of the local self-energy, own axis
G    : lattice Green function, T : temperature times Boltzmann constant
The corrections for relaxed self-energies at fixed moments are tested too.
Model: half-filled Hubbard model, simple cubic lattice, Neel order, with a
local functional made of the Hartree-Fock and second-order skeleton terms.
Energies are in units of the hopping t inside the program, meV in the output.
By particle-hole symmetry Sigma_0 = i*s0 and G_0 = i*g0, while the spin parts
are real and even in frequency; only positive frequencies are stored.
"""
import numpy as np
from scipy.constants import k as boltzmann, e as charge

HOP_MEV = 200.0
U = 6.0
T = 0.1
L = 16
PI = np.pi


def make_mesh(count):
    w = (2 * np.arange(count) + 1) * PI * T
    dtau = 1 / (2 * count * T)
    tau = (np.arange(2 * count) + 0.5) * dtau
    # The frequencies above the cutoff enter the Hartree-Fock term through
    # their 1/w^2 tail, which amounts to a slightly larger coupling.
    missing = 1 / (4 * T) - 2 * T * np.sum(1 / w**2)
    return dict(w=w, dtau=dtau, cos=np.cos(np.outer(tau, w)),
                sin=np.sin(np.outer(tau, w)), u_hf=U / (1 - U * missing))


def local_sigma(mesh, g0, gz, gx):
    cos, sin = mesh["cos"], mesh["sin"]
    g0_tau = 2 * T * sin @ (g0 + 1 / mesh["w"]) - 0.5
    gz_tau, gx_tau = 2 * T * cos @ gz, 2 * T * cos @ gx
    det = g0_tau**2 - gz_tau**2 - gx_tau**2
    pref = mesh["dtau"] * U**2
    s0 = pref * sin.T @ (det * g0_tau)
    sz = pref * cos.T @ (det * gz_tau) - mesh["u_hf"] * 2 * T * gz.sum()
    sx = pref * cos.T @ (det * gx_tau) - mesh["u_hf"] * 2 * T * gx.sum()
    return np.array([s0, sz, sx]), det


def twisted_bands(delta):
    """Hopping in the frame that turns by pi+delta per site along x and by
    pi along y and z: even part a, spin-dependent part b, weights."""
    kk = 2 * PI * np.arange(L) / L
    kx, ky, kz = np.meshgrid(kk, kk, kk, indexing="ij")
    a = 2 * np.cos(kx) * np.sin(delta / 2)
    b = 2 * (np.sin(kx) * np.cos(delta / 2) + np.sin(ky) + np.sin(kz))
    pairs = np.round(np.stack([a.ravel(), b.ravel()], axis=1), 12)
    pairs, number = np.unique(pairs, axis=0, return_counts=True)
    return pairs[:, :1], pairs[:, 1:], number / L**3


def solve(mesh, delta=0.0, canted=False, field=0.0):
    """Self-consistent local solution; 'canted' turns about the field axis."""
    a, b, weight = twisted_bands(delta)
    w = mesh["w"]
    sigma = np.array([0 * w, 0 * w - 0.4 * U, 0 * w])
    for _ in range(2000):
        s0, sz, sx = sigma
        z = 1j * (w - s0) - a
        along_x = (b if canted else 0 * b) + sx + field
        across = 0 * b if canted else b
        den = z**2 - across**2 - along_x**2 - sz**2
        g0 = (weight @ (z / den)).imag
        gz = (weight @ (1 / den)).real * sz
        gx = (weight @ (along_x / den)).real
        new, det = local_sigma(mesh, g0, gz, gx)
        if np.max(np.abs(new - sigma)) < 1e-11:
            return dict(s0=s0, sz=sz, g0=g0, gz=gz, gx=gx, det=det)
        sigma = 0.4 * sigma + 0.6 * new
    raise RuntimeError("self-consistency not reached")


def one_particle_term(mesh, delta, sol):
    a, b, weight = twisted_bands(delta)
    den = (1j * (mesh["w"] - sol["s0"]) - a)**2 - b**2 - sol["sz"]**2
    return -2 * T * np.sum(weight @ np.log(np.abs(den)))


def grand_potential(mesh, delta, sol):
    rho = 2 * T * sol["gz"].sum()
    phi = -mesh["u_hf"] * rho**2
    phi -= 0.5 * U**2 * mesh["dtau"] * np.sum(sol["det"]**2)
    trace = 4 * T * np.sum(sol["sz"] * sol["gz"] - sol["s0"] * sol["g0"])
    return one_particle_term(mesh, delta, sol) + phi - trace


def cubic_band(size):
    c = np.cos(2 * PI * np.arange(size) / size)
    return -2 * (c[:, None, None] + c[None, :, None] + c[None, None, :])


def positions(size):
    r = np.arange(size)
    r = np.where(r <= size // 2, r, r - size)
    return np.stack(np.meshgrid(r, r, r, indexing="ij"))


def pair_bubble(size, zeta, sz):
    """G_up(R) G_dn(-R) of the Neel state for all R and frequencies."""
    eps = cubic_band(size)[..., None]
    den = -(zeta**2 + sz**2 + eps**2)
    same = np.fft.ifftn(1 / den, axes=(0, 1, 2)).real
    other = np.fft.ifftn(eps / den, axes=(0, 1, 2)).real
    even = (positions(size).sum(axis=0) % 2 == 0)[..., None]
    return np.where(even, -(zeta**2 + sz**2) * same**2, other**2)


def exchange(bubble, sz):
    return -2 * T * np.sum(sz**2 * bubble, axis=-1)


def bubble_at(q, bubble):
    phase = np.cos(np.tensordot(np.array(q), positions(L), axes=1))
    return np.tensordot(phase, bubble, axes=3)


def rotation_energy(mesh, sol, bubble, q):
    """Energy per site and squared angle: rigid, full, and the two parts."""
    sz, gz, cos = sol["sz"], sol["gz"], mesh["cos"]
    p_q, p_order = bubble_at(q, bubble), bubble_at([PI] * 3, bubble)
    vertex = 2 * T * mesh["dtau"] * U**2 * (cos.T * sol["det"]) @ cos
    vertex = vertex - 2 * T * mesh["u_hf"]
    response = np.linalg.solve(np.eye(len(sz)) - p_q[:, None] * vertex, p_q)
    chi, rho = 2 * T * response.sum(), 2 * T * gz.sum()
    field = rho / chi
    shape_change = response * field - gz
    mismatch = (p_q - p_order) * sz
    rigid = 2 * T * np.sum(sz * mismatch)
    by_field = 2 * T * np.sum(mismatch) * field
    by_vertex = 2 * T * np.sum(mismatch * (vertex @ shape_change))
    return dict(rigid=rigid, full=-field * rho, by_field=by_field,
                by_vertex=by_vertex, chi=chi)


def rotation_curvature(first, second, eta, owner, hop, sig0, sigs, w):
    """Second derivative of -Tr ln(-1/G) for tilts (site, x or y)."""
    step, total = 3e-3, 0.0
    for a, b in [(1, 1), (1, -1), (-1, 1), (-1, -1)]:
        tilt = np.zeros((len(eta), 2))
        tilt[first] += a * step
        tilt[second] += b * step
        ez = (eta * np.sqrt(1 - np.sum(tilt**2, axis=1)))[owner][:, None]
        plus = (tilt[:, 0] + 1j * tilt[:, 1])[owner][:, None]
        for wn, zero, spin in zip(w, sig0, sigs):
            base = 1j * wn * np.eye(len(hop)) - hop - zero
            inverse_g = np.block([[base - ez * spin, -plus.conj() * spin],
                                  [-plus * spin, base + ez * spin]])
            total -= a * b * 2 * T * np.linalg.slogdet(inverse_g)[1]
    return total / (4 * step**2)


def atom_residual(u_atom, beta=2.0, half=256):
    """Exact self-energy of an atom in a tilted field minus the first and
    second skeleton orders, at the lowest positive frequency."""
    lower, one = np.array([[0., 1.], [0., 0.]]), np.eye(2)
    c = [np.kron(lower, one), np.kron(np.diag([1., -1.]), lower)]
    h = np.array([[0.5, 0.3], [0.3, -0.5]])
    n_up, n_dn = c[0].T @ c[0], c[1].T @ c[1]
    ham = u_atom * (n_up - np.eye(4) / 2) @ (n_dn - np.eye(4) / 2)
    ham = ham + sum(h[i, j] * c[i].T @ c[j]
                    for i in range(2) for j in range(2))
    energy, vec = np.linalg.eigh(ham)
    boltz = np.exp(-beta * energy)
    boltz /= boltz.sum()
    c = [vec.T @ x @ vec for x in c]
    w = (2 * np.arange(-half, half) + 1) * PI / beta
    pole = 1 / (1j * w[:, None, None] + energy[:, None] - energy[None, :])
    green = np.zeros((2 * half, 2, 2), complex)
    rho = np.zeros((2, 2))
    for i in range(2):
        for j in range(2):
            amp = (boltz[:, None] + boltz[None, :]) * c[i] * c[j]
            green[:, i, j] = np.sum(amp * pole, axis=(1, 2))
            rho[i, j] = np.sum(boltz * np.diag(c[j].T @ c[i]))
    exact = 1j * w[half] * one - h - np.linalg.inv(green[half])
    dtau = beta / (2 * half)
    tau = (np.arange(2 * half) + 0.5) * dtau
    wave = np.exp(-1j * np.outer(tau, w))
    rest = green - one / (1j * w[:, None, None])
    forward = np.tensordot(wave, rest, axes=1) / beta - one / 2
    backward = np.tensordot(wave.conj(), rest, axes=1) / beta + one / 2

    def adjugate(m):
        return np.trace(m, axis1=-2, axis2=-1)[..., None, None] * one - m

    s_tau = -u_atom**2 * (np.linalg.det(forward)[:, None, None]
                          * adjugate(backward))
    second = dtau * np.tensordot(wave[:, half].conj(), s_tau, axes=1)
    first = u_atom * adjugate(rho - one / 2)
    return np.max(np.abs(exact - first - second)), np.max(np.abs(second))


# The skeleton functional: what is left over must be of third order or higher.
left_big, second_big = atom_residual(0.4)
left_small, second_small = atom_residual(0.2)
assert left_big / left_small > 6.0
assert left_small < 0.2 * second_small

# Neel state and its exchange parameters.
mesh = make_mesh(256)
w = mesh["w"]
neel = solve(mesh)
sz, zeta = neel["sz"], w - neel["s0"]
rho = 2 * T * neel["gz"].sum()
assert rho > 0.1
bubble = pair_bubble(L, zeta, sz)
J = exchange(bubble, sz)
pos = positions(L)
sign = 1 - 2 * (pos.sum(axis=0) % 2)
ward_error = np.max(np.abs(bubble_at([PI] * 3, bubble) * sz - neel["gz"]))
assert ward_error < 1e-9

# Exchange formula against finite rotations in a periodic 64-site cluster.
few = 20
small_J = exchange(pair_bubble(4, zeta[:few], sz[:few]), sz[:few])
site = np.array(np.unravel_index(np.arange(64), (4, 4, 4)))
eta = 1.0 - 2 * (site.sum(axis=0) % 2)
shift = (site[:, :, None] - site[:, None, :]) % 4
hop = np.fft.ifftn(cubic_band(4)).real[tuple(shift)]
cluster = (eta, np.arange(64), hop,
           [1j * s * np.eye(64) for s in neel["s0"][:few]],
           [s * np.eye(64) for s in sz[:few]], w[:few])
near = rotation_curvature((0, 0), (1, 0), *cluster)
diagonal = rotation_curvature((0, 0), (5, 0), *cluster)
single = rotation_curvature((0, 0), (0, 0), *cluster)
crossed = rotation_curvature((0, 0), (1, 1), *cluster)
assert abs(near + 2 * small_J[0, 0, 1]) < 1e-5
assert abs(diagonal + 2 * small_J[0, 1, 1]) < 1e-5
sum_rule = 2 * (np.sum(eta * small_J.ravel()) - small_J[0, 0, 0])
assert abs(single - sum_rule) < 1e-4
assert abs(crossed) < 1e-5

# The same with two orbitals and matrices that do not commute.
rng = np.random.default_rng(7)
hop2 = rng.normal(size=(6, 6))
hop2 = (hop2 + hop2.T) / 2
mask = np.kron(np.eye(3), np.ones((2, 2)))
blocks = rng.normal(size=(2, 6, 6)) + 0.3j * rng.normal(size=(2, 6, 6))
blocks = (blocks + blocks.transpose(0, 2, 1)) / 2 * mask
eta2, owner2 = np.array([1., -1., 1.]), np.repeat(np.arange(3), 2)
base2 = 2j * np.eye(6) - hop2 - blocks[0]
g_up = np.linalg.inv(base2 - eta2[owner2][:, None] * blocks[1])
g_dn = np.linalg.inv(base2 + eta2[owner2][:, None] * blocks[1])
formula2 = 4 * T * np.trace(blocks[1][:2, :2] @ g_up[:2, 2:4]
                            @ blocks[1][2:4, 2:4] @ g_dn[2:4, :2]).real
args2 = (eta2, owner2, hop2, [blocks[0]], [blocks[1]], [2.0])
direct2 = rotation_curvature((0, 0), (1, 0), *args2)
assert abs(direct2 - formula2) < 1e-4 * max(abs(formula2), 0.1)
assert abs(rotation_curvature((0, 0), (1, 1), *args2)) < 1e-5

# Large-U limit against the singlet-triplet gap of two sites.
u_large = 60.0
J_large = exchange(pair_bubble(4, w, 0 * w - u_large / 2),
                   0 * w - u_large / 2)[1, 0, 0]
gap = -np.linalg.eigvalsh([[0.0, 2.0], [2.0, u_large]])[0]
# Band corrections of order 30 t^2/(U/2)^2 set the tolerance.
assert abs(-8 * J_large / gap - 1) < 0.05

# Stiffness against self-consistent spirals.
twists = [0.2, 0.4]
omega0 = grand_potential(mesh, 0.0, neel)
single0 = one_particle_term(mesh, 0.0, neel)
relaxed, frozen = [], []
for d in twists:
    relaxed.append(grand_potential(mesh, d, solve(mesh, d)) - omega0)
    frozen.append(one_particle_term(mesh, d, neel) - single0)
curv = [2 * x / d**2 for x, d in zip(relaxed, twists)]
stiff_spiral = (4 * curv[0] - curv[1]) / 3
stiff_J = np.sum(sign * J * pos[0]**2)
assert abs(stiff_spiral / stiff_J - 1) < 2e-3
gain = [f - r for f, r in zip(frozen, relaxed)]
assert 12 < gain[1] / gain[0] < 20

# Vertex response against a self-consistent canted state.
canted = rotation_energy(mesh, neel, bubble, [0.0, 0.0, 0.0])
probe = 0.01
canted_solution = solve(mesh, canted=True, field=probe)
chi_direct = 2 * T * canted_solution["gx"].sum() / probe
assert abs(chi_direct / canted["chi"] - 1) < 2e-3

wave_vectors = {"q=(0,0,0)": [0.0] * 3, "q=(0,pi,pi)": [0.0, PI, PI],
                "q=(pi+0.4,pi,pi)": [PI + 0.4, PI, PI]}
table = {name: rotation_energy(mesh, neel, bubble, q)
         for name, q in wave_vectors.items()}
for row in table.values():
    parts = row["rigid"] + row["by_field"] + row["by_vertex"]
    assert abs(parts - row["full"]) < 1e-7
excess = []
for d in (0.1, 0.2):
    row = rotation_energy(mesh, neel, bubble, [PI + d, PI, PI])
    excess.append(row["full"] - row["rigid"])
assert 13 < excess[1] / excess[0] < 19

# Dependence on the frequency cutoff.
fine = make_mesh(512)
fine_neel = solve(fine)
fine_bubble = pair_bubble(L, fine["w"] - fine_neel["s0"], fine_neel["sz"])
fine_J = exchange(fine_bubble, fine_neel["sz"])[1, 0, 0]
fine_canted = rotation_energy(fine, fine_neel, fine_bubble, [0.0] * 3)
assert abs(fine_J / J[1, 0, 0] - 1) < 0.01
assert abs(fine_canted["full"] / canted["full"] - 1) < 0.02

# Static self-energy for comparison: the infinite-frequency limit only.
static_sz = 0 * w - mesh["u_hf"] * rho
static_J = exchange(pair_bubble(L, w, static_sz), static_sz)

E = HOP_MEV
print(f"hopping t = {E:.1f} meV")
print(f"interaction U = {U * E:.1f} meV")
print(f"thermal energy kT = {T * E:.1f} meV")
print(f"temperature = {T * E * 1e-3 * charge / boltzmann:.1f} K")
print(f"k points per direction = {L}, positive frequencies = {len(w)}")
print(f"highest frequency kept = {w[-1] * E / 1000:.2f} eV")
print(f"moment n_up - n_dn = {2 * rho * mesh['u_hf'] / U:.4f}")
for n in (0, 5, 20, 60):
    print(f"w_{n} = {w[n] * E:.1f} meV: spin self-energy = "
          f"{sz[n] * E:.1f} meV, Im Sigma_0 = {neel['s0'][n] * E:.1f} meV")
print(f"spin self-energy at infinite frequency = {static_sz[0] * E:.1f} meV")
print(f"Ward identity, largest error = {ward_error * 1:.1e} (units 1/t)")
for r in [(1, 0, 0), (1, 1, 0), (1, 1, 1), (2, 0, 0)]:
    print(f"J{r} = {J[r] * E:.4f} meV")
print(f"J(1,0,0), static self-energy = {static_J[1, 0, 0] * E:.4f} meV")
print(f"superexchange estimate -t^2/(2U) = {-E / (2 * U):.4f} meV")
print(f"J(1,0,0), twice the frequencies = {fine_J * E:.4f} meV")
print(f"64-site cluster, near pair: rotation {-near / 2 * E:.5f} meV, "
      f"formula {small_J[0, 0, 1] * E:.5f} meV")
print(f"64-site cluster, diagonal pair: rotation {-diagonal / 2 * E:.5f} "
      f"meV, formula {small_J[0, 1, 1] * E:.5f} meV")
print(f"U = 60 t: -8 J / (singlet-triplet gap) = {-8 * J_large / gap:.4f}")
print(f"atom: leftover ratio for U halved = {left_big / left_small:.2f}")
print(f"stiffness from J = {stiff_J * E:.4f} meV")
print(f"stiffness from spirals = {stiff_spiral * E:.4f} meV")
for d, f, r in zip(twists, frozen, relaxed):
    print(f"twist {d:.1f} rad: frozen {f * E:.5f} meV, "
          f"relaxed {r * E:.5f} meV")
print(f"ratio of relaxation gains = {gain[1] / gain[0]:.2f}")
print(f"canted state: chi direct {chi_direct:.5f}, "
      f"with vertex {canted['chi']:.5f} (units 1/t)")
for name, row in table.items():
    print(f"{name}: rigid {row['rigid'] * E:.4f} meV, "
          f"full {row['full'] * E:.4f} meV")
    print(f"  field part {row['by_field'] * E:.4f} meV, "
          f"vertex part {row['by_vertex'] * E:.4f} meV")
print(f"full at q=0, twice the frequencies = "
      f"{fine_canted['full'] * E:.4f} meV")
print(f"ratio of neglected terms, offset doubled = "
      f"{excess[1] / excess[0]:.2f}")
print("every check passed")
```

Printed output:

```
hopping t = 200.0 meV
interaction U = 1200.0 meV
thermal energy kT = 20.0 meV
temperature = 232.1 K
k points per direction = 16, positive frequencies = 256
highest frequency kept = 32.11 eV
moment n_up - n_dn = 0.6973
w_0 = 62.8 meV: spin self-energy = -344.8 meV, Im Sigma_0 = -3.9 meV
w_5 = 691.2 meV: spin self-energy = -356.6 meV, Im Sigma_0 = -36.0 meV
w_20 = 2576.1 meV: spin self-energy = -395.9 meV, Im Sigma_0 = -46.2 meV
w_60 = 7602.7 meV: spin self-energy = -414.5 meV, Im Sigma_0 = -23.2 meV
spin self-energy at infinite frequency = -418.4 meV
Ward identity, largest error = 2.0e-15 (units 1/t)
J(1, 0, 0) = -2.9291 meV
J(1, 1, 0) = 0.5140 meV
J(1, 1, 1) = -0.3570 meV
J(2, 0, 0) = 0.1148 meV
J(1,0,0), static self-energy = -3.6154 meV
superexchange estimate -t^2/(2U) = -16.6667 meV
J(1,0,0), twice the frequencies = -2.9273 meV
64-site cluster, near pair: rotation -2.76131 meV, formula -2.76130 meV
64-site cluster, diagonal pair: rotation 0.46706 meV, formula 0.46706 meV
U = 60 t: -8 J / (singlet-triplet gap) = 0.9725
atom: leftover ratio for U halved = 8.28
stiffness from J = 25.5678 meV
stiffness from spirals = 25.5675 meV
twist 0.2 rad: frozen 0.50984 meV, relaxed 0.50974 meV
twist 0.4 rad: frozen 2.02117 meV, relaxed 2.01960 meV
ratio of relaxation gains = 15.78
canted state: chi direct -0.32623, with vertex -0.32623 (units 1/t)
q=(0,0,0): rigid 44.7040 meV, full 72.7584 meV
  field part 26.9436 meV, vertex part 1.1108 meV
q=(0,pi,pi): rigid 30.0117 meV, full 40.6711 meV
  field part 10.1538 meV, vertex part 0.5056 meV
q=(pi+0.4,pi,pi): rigid 1.9579 meV, full 1.9923 meV
  field part 0.0325 meV, vertex part 0.0019 meV
full at q=0, twice the frequencies = 72.5255 meV
ratio of neglected terms, offset doubled = 15.79
every check passed
```
